# Elliott's formula and the join of exciton lines and continuum: a program that tests the result

```python
"""Elliott absorption of a direct, dipole-allowed gap with Coulomb attraction.

Result under test, with energy eps = (photon energy - gap)/R, length unit a:
  D(eps) = sum_n (4/n^3) delta(eps + 1/n^2) + theta(eps) sqrt(eps)/pi * S(x)
  S(x) = pi x exp(pi x)/sinh(pi x),  x = 1/sqrt(eps)
R: exciton Rydberg, a: exciton radius, S: Sommerfeld factor.
D/(4 pi a^3 R) is the sum over pair states of |phi(0)|^2 delta(energy).
The relative s wave obeys -u'' - 2u/r = eps*u, and D weights u'(0)^2.
The continuum begins at D = 2; the averaged bound lines approach 2 as well,
so the smoothed total has a finite value but no step at the gap.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy import sparse
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh_tridiagonal, solve_banded
from scipy.special import zeta


def sommerfeld(eps):
    x = 1 / np.sqrt(eps)
    return np.pi * x * np.exp(np.pi * x) / np.sinh(np.pi * x)


# ---- Many-electron lattice: strength is 2 * sites * |phi(0)|^2 ----
def annihilator(mode, modes=12):
    lower = sparse.csr_matrix([[0.0, 1.0], [0.0, 0.0]])
    sign = sparse.diags([1.0, -1.0])
    op = sparse.identity(1)
    for m in range(modes):
        factor = sign if m < mode else lower if m == mode else sparse.identity(2)
        op = sparse.kron(op, factor, format="csr")
    return op


sites, t_c, t_v, site_gap = 3, 0.7, 0.4, 5.0
repulsion = [1.3, 0.5, 0.5]
c_op = [[annihilator(2 * i + s) for s in range(2)] for i in range(sites)]
v_op = [[annihilator(6 + 2 * i + s) for s in range(2)] for i in range(sites)]
n_c = [sum(o.T @ o for o in c_op[i]) for i in range(sites)]
n_v = [sum(o.T @ o for o in v_op[i]) for i in range(sites)]
H_many = site_gap * sum(n_c)
for i in range(sites):
    j = (i + 1) % sites
    for s in range(2):
        hop_c = c_op[i][s].T @ c_op[j][s]
        hop_v = v_op[i][s].T @ v_op[j][s]
        H_many = H_many - t_c * (hop_c + hop_c.T) + t_v * (hop_v + hop_v.T)
    for j in range(sites):
        H_many = H_many + repulsion[(i - j) % sites] * (n_c[i] @ n_v[j])
filled = np.zeros(2**12)
filled[2**6 - 1] = 1.0          # valence modes full, conduction modes empty
assert np.linalg.norm(H_many @ filled) < 1e-12
bright = sum(c_op[i][s].T @ (v_op[i][s] @ filled)
             for i in range(sites) for s in range(2))
relative = -(t_c + t_v) * (np.ones((3, 3)) - np.eye(3))
relative += np.diag(site_gap + 2 * sum(repulsion) - np.array(repulsion))
pair_energy, pair_wave = np.linalg.eigh(relative)
vector = bright.copy()
for power in range(5):
    many_moment = bright @ vector
    pair_moment = 2 * sites * np.sum(pair_wave[0] ** 2 * pair_energy**power)
    assert abs(many_moment / pair_moment - 1) < 1e-10
    vector = H_many @ vector


# ---- Optical prefactor against a classically driven oscillator ----
def optical_prefactor(energy, p_squared, index):
    """Absorption coefficient per density of final states, SI units."""
    omega = energy / const.hbar
    return (np.pi * const.e**2 * p_squared
            / (index * const.c * const.epsilon_0 * const.m_e**2 * omega))


def oscillator_loss(y, damping=0.01):
    return y * (1 / (1 - y * y - 1j * damping * y)).imag


loss_area = quad(oscillator_loss, 0, 2, points=[1], limit=500)[0]
loss_area += quad(oscillator_loss, 2, np.inf)[0]
overlap = quad(lambda y: -np.sqrt(2 / np.pi) * y * y * np.exp(-y * y),
               -np.inf, np.inf)[0]
test_energy, test_density, test_index = 2 * const.e, 1e24, 3.0
p2_oscillator = const.m_e * test_energy * overlap**2
classical_area = (test_density * const.e**2 * const.hbar * loss_area
                  / (const.m_e * const.epsilon_0 * test_index * const.c))
quantum_area = test_density * optical_prefactor(
    test_energy, p2_oscillator, test_index)
assert abs(classical_area / quantum_area - 1) < 1e-6


# ---- Regular Coulomb solution and its norm identity ----
def regular(r, eps):
    kappa = mp.sqrt(mp.mpc(-eps))
    return mp.re(r * mp.exp(-kappa * r)
                 * mp.hyp1f1(1 - 1 / kappa, 2, 2 * kappa * r))


for eps in (0.7, -0.3):
    r_test = mp.mpf(3)
    value = regular(r_test, eps)
    curvature = mp.diff(lambda r: regular(r, eps), r_test, 2)
    assert abs(curvature + (2 / r_test + eps) * value) < 1e-7
    norm = mp.quad(lambda r: regular(r, eps) ** 2, [0, 1, 3])
    slope = mp.diff(lambda r: regular(r, eps), r_test)
    d_value = mp.diff(lambda e: regular(r_test, e), eps)
    d_slope = mp.diff(regular, (r_test, eps), (1, 1))
    assert abs(norm - (slope * d_value - value * d_slope)) < 1e-6

# ---- Bound lines by diagonalization on a radial grid ----
step = 0.01


def origin_factor(eps):
    """u(step)/(step*u'(0)) from the power series at the origin."""
    return 1 - step + (2 - eps) * step**2 / 6


r_grid = step * np.arange(1, 12001)
levels, vectors = eigh_tridiagonal(
    2 / step**2 - 2 / r_grid, -np.ones(len(r_grid) - 1) / step**2,
    select="i", select_range=(0, 3))
line_strength = vectors[0] ** 2 / step**3 / origin_factor(levels) ** 2
for n in range(1, 5):
    assert abs(levels[n - 1] * n**2 + 1) < 1e-3
    assert abs(line_strength[n - 1] * n**3 / 4 - 1) < 1e-3


# ---- Continuum by outward integration of the radial equation ----
def integrated_density(eps, r_end):
    """D from the far amplitude of the solution with unit slope at r=0."""
    r0 = 1e-3
    start = [r0 - r0**2 + (2 - eps) * r0**3 / 6,
             1 - 2 * r0 + (2 - eps) * r0**2 / 2]
    sol = solve_ivp(lambda r, y: [y[1], -(eps + 2 / r) * y[0]],
                    (r0, r_end), start, method="DOP853",
                    rtol=1e-10, atol=1e-12, t_eval=[r_end])
    assert sol.success
    u, du = sol.y[:, -1]
    q = np.sqrt(eps + 2 / r_end)
    dq = -1 / (q * r_end**2)
    amplitude2 = q * u**2 + (du + dq * u / (2 * q)) ** 2 / q
    return 1 / (np.pi * amplitude2)


gap_density = integrated_density(0.0, 1e5)
assert abs(gap_density - 2) < 1e-4
factor_energies = (0.1, 1.0, 10.0, 100.0)
factor_numeric = []
for eps in factor_energies:
    numeric = integrated_density(eps, 1000 / np.sqrt(eps)) * np.pi / np.sqrt(eps)
    factor_numeric.append(numeric)
    assert abs(numeric / sommerfeld(eps) - 1) < 1e-5

# ---- Free pairs: count plane waves in a periodic cube ----
m2 = np.arange(-40, 41) ** 2
radius = 39.7
count = np.count_nonzero(
    m2[:, None, None] + m2[None, :, None] + m2[None, None, :] < radius**2)
free_integral = quad(lambda e: np.sqrt(e) / np.pi / (4 * np.pi), 0, 1)[0]
assert abs(count / (2 * np.pi * radius) ** 3 / free_integral - 1) < 0.01


# ---- Whole broadened spectrum: resolvent against Elliott formula ----
def lorentz(detuning, width):
    return width / np.pi / (detuning**2 + width**2)


def resolvent_density(eps, width, points=40000):
    r = step * np.arange(1, points + 1)
    bands = np.zeros((3, points), complex)
    bands[0, 1:] = bands[2, :-1] = -1 / step**2
    bands[1] = 2 / step**2 - 2 / r - eps - 1j * width
    source = np.zeros(points, complex)
    source[0] = 1
    response = solve_banded((1, 1), bands, source)[0]
    return response.imag / np.pi / step**3 / origin_factor(eps) ** 2


def elliott_parts(eps, width):
    n = np.arange(1.0, 20001.0)
    bound = np.sum(4 / n**3 * lorentz(eps + 1 / n**2, width))

    def integrand(t):            # t is the square root of the pair energy
        density = -2 / np.expm1(-2 * np.pi / t)
        return 2 * t * density * lorentz(eps - t * t, width)

    near = quad(integrand, 0, 5, points=[np.sqrt(abs(eps)) + 1e-3],
                limit=400)[0]
    far = quad(integrand, 5, np.inf, limit=400)[0]
    return bound, near + far


width = 0.05
spectrum = []
for eps in (-1.0, -0.25, -0.05, 0.0, 0.05, 1.0, 4.0):
    direct = resolvent_density(eps, width)
    bound, continuum = elliott_parts(eps, width)
    spectrum.append((eps, direct, bound, continuum))
    assert abs(direct / (bound + continuum) - 1) < 3e-3
    if abs(eps) < 0.06:
        assert abs(direct - 2) < 0.02

# ---- Mean bound density between the midpoint below level N+1 and the gap ----
averages = [(N, 4 * zeta(3, N + 1) * (N + 0.5) ** 2) for N in (1, 3, 10, 30)]
deviations = [abs(mean - gap_density) for _, mean in averages]
assert all(b < a for a, b in zip(deviations[:-1], deviations[1:]))
assert deviations[-1] < 2e-3

# ---- Worked example with round model parameters ----
gap_eV, mass_e, mass_h = 2.0, 0.10, 0.40
dielectric, index, momentum_eV = 10.0, 3.0, 20.0
mu = mass_e * mass_h / (mass_e + mass_h)
a = (4 * np.pi * const.epsilon_0 * dielectric * const.hbar**2
     / (mu * const.m_e * const.e**2))
R = const.hbar**2 / (2 * mu * const.m_e * a**2)
R_eV = R / const.e
p2 = const.m_e * momentum_eV * const.e / 2


def absorption_cm(eps, density):
    energy = gap_eV * const.e + eps * R
    pair_density = 2 * density / (4 * np.pi * a**3 * R)
    return optical_prefactor(energy, p2, index) * pair_density / 100


gap_absorption = absorption_cm(0, gap_density)
closed_gap = (const.e**2 * p2 * const.hbar
              / (index * const.c * const.epsilon_0 * const.m_e**2
                 * gap_eV * const.e * a**3 * R)) / 100
assert abs(gap_absorption / closed_gap - 1) < 1e-4

print(f"Gap: {gap_eV:.2f} eV")
print(f"Electron, hole masses: {mass_e:.2f}, {mass_h:.2f} m0")
print(f"Reduced mass: {mu:.3f} m0")
print(f"Dielectric constant, refractive index: {dielectric:.1f}, {index:.1f}")
print(f"Momentum energy 2p^2/m0: {momentum_eV:.1f} eV")
print(f"Exciton Rydberg R: {1000 * R_eV:.3f} meV")
print(f"Exciton radius a: {a * 1e9:.3f} nm")
for n in range(1, 5):
    area = absorption_cm(-1 / n**2, 4 / n**3) * R_eV
    print(f"n={n}: photon energy {gap_eV - R_eV / n**2:.5f} eV, "
          f"area {area:.2f} eV/cm")
    print(f"  grid level {levels[n - 1]:.5f} R, "
          f"strength {line_strength[n - 1]:.5f}, 4/n^3 {4 / n**3:.5f}")
print(f"Share of n=1 in total bound strength: {100 / zeta(3, 1):.2f} %")
for N, mean in averages:
    print(f"Mean bound D for levels n>{N}: {mean:.5f}")
print(f"Continuum D at gap, integrated: {gap_density:.6f}")
for eps, numeric in zip(factor_energies, factor_numeric):
    print(f"S at {eps:.1f} R: formula {sommerfeld(eps):.6f}, "
          f"integrated {numeric:.6f}")
print(f"Gap absorption: {gap_absorption:.1f} 1/cm")
print(f"Gap absorption: {gap_absorption / 1e4:.4f} 1/micrometre")
for eps in (1.0, 10.0):
    free = np.sqrt(eps) / np.pi
    print(f"At gap+{eps:.0f}R: attraction "
          f"{absorption_cm(eps, free * sommerfeld(eps)):.1f} 1/cm, "
          f"free {absorption_cm(eps, free):.1f} 1/cm")
print(f"Lorentzian half width: {width:.2f} R = {1000 * width * R_eV:.3f} meV")
print("Broadened D: energy/R, resolvent, bound, continuum, sum")
for eps, direct, bound, continuum in spectrum:
    print(f"  {eps:6.2f} {direct:9.4f} {bound:9.4f} "
          f"{continuum:9.4f} {bound + continuum:9.4f}")
print("verified")
```

Running it gives:

```
Gap: 2.00 eV
Electron, hole masses: 0.10, 0.40 m0
Reduced mass: 0.080 m0
Dielectric constant, refractive index: 10.0, 3.0
Momentum energy 2p^2/m0: 20.0 eV
Exciton Rydberg R: 10.885 meV
Exciton radius a: 6.615 nm
n=1: photon energy 1.98912 eV, area 809.18 eV/cm
  grid level -0.99998 R, strength 3.99980, 4/n^3 4.00000
n=2: photon energy 1.99728 eV, area 100.73 eV/cm
  grid level -0.25000 R, strength 0.50001, 4/n^3 0.50000
n=3: photon energy 1.99879 eV, area 29.82 eV/cm
  grid level -0.11111 R, strength 0.14815, 4/n^3 0.14815
n=4: photon energy 1.99932 eV, area 12.58 eV/cm
  grid level -0.06250 R, strength 0.06250, 4/n^3 0.06250
Share of n=1 in total bound strength: 83.19 %
Mean bound D for levels n>1: 1.81851
Mean bound D for levels n>3: 1.96097
Mean bound D for levels n>10: 1.99549
Mean bound D for levels n>30: 1.99946
Continuum D at gap, integrated: 1.999999
S at 0.1 R: formula 19.869177, integrated 19.869177
S at 1.0 R: formula 6.294941, integrated 6.294941
S at 10.0 R: formula 2.302651, integrated 2.302651
S at 100.0 R: formula 1.346843, integrated 1.346844
Gap absorption: 36968.6 1/cm
Gap absorption: 3.6969 1/micrometre
At gap+1R: attraction 36837.3 1/cm, free 5851.9 1/cm
At gap+10R: attraction 40631.8 1/cm, free 17645.7 1/cm
Lorentzian half width: 0.05 R = 0.544 meV
Broadened D: energy/R, resolvent, bound, continuum, sum
   -1.00   25.5174   25.4846    0.0341   25.5187
   -0.25    3.5878    3.4597    0.1282    3.5879
   -0.05    1.9969    1.4943    0.5026    1.9969
    0.00    1.9973    0.9947    1.0027    1.9973
    0.05    1.9973    0.4946    1.5027    1.9973
    1.00    2.0005    0.0253    1.9752    2.0004
    4.00    2.0884    0.0033    2.0847    2.0880
verified
```
